Continued Fraction for Nonlocal Transverse Conductivity on a Circular Fermi Line

**The setting**

A degenerate electron sheet has a circular Fermi line of radius k_F, Fermi speed v and total spin and valley degeneracy g_d. An electric field along y varies along the x axis as E exp(iqX), where X is the position on that axis. Impurities scatter electrons elastically and isotropically at rate 1/τ. The algebra uses atomic units, with electron charge −1. Write λ = vτ, x = qλ in all formulas below, and let θ be the angle between the velocity and the x axis.

A strictly static field has no curl, so it cannot be transverse at q ≠ 0. "Static" here means a drive slow enough that ωτ → 0, such as a slowly oscillating magnetic stripe pattern. The conductivity is the dissipative response to the total electric field; equilibrium magnetization currents are excluded. Let R(x) = σ_T(q)/σ_T(0).

**(a) Derive the equations for the angular harmonics and express the current through them.**

Write the distribution as f₀ + (−∂f₀/∂ε) φ(θ) exp(iqX). The electric force is −E along y. Since ∇_k f₀ = **v** ∂f₀/∂ε, the force term is (−∂f₀/∂ε) E v sinθ. The magnetic force does no work, so it gives no term of first order. After division by the common factor,

iqv cosθ φ + E v sinθ = −(φ − ⟨φ⟩)/τ,

where ⟨φ⟩ is the angular average. It represents scattering back into the Fermi line and conserves particle number. The source is odd under θ → −θ, while cosθ is even, so φ is odd and ⟨φ⟩ = 0. Multiplication by τ gives

(1 + ix cosθ) φ = S sinθ, S = −λE.

Expand φ = Σ b_m sin mθ, with m ≥ 1, and use

cosθ sin mθ = ½[sin(m+1)θ + sin(m−1)θ].

Each harmonic receives contributions from its two neighbours. Equating coefficients of sin mθ,

b₁ + (ix/2)b₂ = S,
b_m + (ix/2)(b_{m−1} + b_{m+1}) = 0, m ≥ 2.

For the current, the energy integral sets k = k_F and supplies a factor k_F/v:

j_y = −[g_d k_F/(4π²)] ∫₀^{2π} sinθ φ dθ = −g_d k_F b₁/(4π).

At q = 0, b₁ = S = −λE, hence σ_T(0) = g_d k_F λ/(4π). At finite q the ratio is R = b₁/S. The higher harmonics carry no net current, but they drain b₁ through free streaming.

**(b) Convert the hierarchy into a continued fraction and sum it. Justify the choice of root.**

Let a = x²/4. For m ≥ 2 define K_m by b_m = −(ix/2)b_{m−1}/K_m. The m-th equation then gives

K_m = 1 + (ix/2)b_{m+1}/b_m = 1 + a/K_{m+1},

because (ix/2)(−ix/2) = x²/4. The first equation is b₁K₁ = S, with K₁ = 1 + a/K₂. Therefore

R = 1/(1 + a/(1 + a/(1 + …))).

Every level is the same, so the infinite tail satisfies K = 1 + a/K, or K² − K − a = 0. With s = √(1+x²), its roots are (1 ± s)/2.

To choose between them, put b_m ∝ z^m in the equations for m ≥ 2. This gives z² − (2i/x)z + 1 = 0, so z = (i/x)(1 ± s). The product of the roots is 1: one solution decays with m and the other grows. For real x, 1 + ix cosθ never vanishes, so φ is smooth and its harmonics must decay. Thus

b_{m+1}/b_m = −i(s−1)/x = −i√r, r = (s−1)/(s+1),

where x² = (s−1)(s+1) was used. Substitution in K = 1 + (ix/2)z gives K = 1 + (s−1)/2 = (1+s)/2. The result is

R = 1/K = 2/(1 + √(1 + x²)).

**(c) Confirm the result without harmonics, and interpret its two limits.**

Projecting the angular solution on sinθ gives

R = (1/π) ∫₀^{2π} sin²θ/(1 + ix cosθ) dθ.

The imaginary part changes sign under θ → π − θ and integrates to zero. In the real part, write

sin²θ = [(1+x²) − (1+x²cos²θ)]/x².

The integral needed is found with t = tanθ on one quadrant:

∫₀^{2π} dθ/(1+x²cos²θ) = 4∫₀^∞ dt/(t²+s²) = 2π/s.

Hence R = [s²(2π/s) − 2π]/(πx²) = 2(s−1)/x² = 2/(s+1), as before.

For x ≪ 1, s ≈ 1 + x²/2 and R ≈ 1 − x²/4. An electron then samples a nearly uniform field between collisions. For x ≫ 1, R ≈ 2/x and

σ_T(q) ≈ g_d k_F/(2πq).

The mean free path has cancelled. The factor 1/(1+x²cos²θ) selects electrons with |cosθ| of order 1/x or less, which travel nearly parallel to the stripes. A longer path increases the contribution of each such electron but narrows their angular range in the same proportion.

**(d) Set b_{N+1} = 0. Find the relative error of the truncated ratio R_N.**

Let D_N be the determinant of the first N equations. They form a tridiagonal matrix with 1 on the diagonal and ix/2 beside it. Expansion along the last row gives

D_N = D_{N−1} − (ix/2)²D_{N−2} = D_{N−1} + aD_{N−2}, D₀ = D₁ = 1.

Cramer's rule gives R_N = D_{N−1}/D_N. The recurrence has characteristic roots K± = (1±s)/2, and the starting values fix

D_N = (K₊^{N+1} − K₋^{N+1})/s.

Since K₋/K₊ = −r and R = 1/K₊,

R_N/R = [1 − (−r)^N]/[1 − (−r)^{N+1}].

Subtracting 1 and combining the numerators,

R_N/R − 1 = −(−r)^N(1+r)/[1 − (−r)^{N+1}].

For finite x, r < 1, so the error tends to zero. The denominator is positive: odd N overestimates R and even N underestimates it. The table gives this error in percent of R.

N | x = 1 | x = π | x = 10
1 | 20.7 | 115 | 452
2 | −3.43 | −38.0 | −78.8
3 | 0.592 | 25.5 | 182
4 | −0.102 | −12.0 | −59.8
5 | 0.0174 | 6.86 | 96.0
6 | −0.0030 | −3.54 | −44.0
8 | −8.8×10⁻⁵ | −1.02 | −31.6
12 | −7.6×10⁻⁸ | −0.084 | −15.4
16 | −6.6×10⁻¹¹ | −0.0068 | −7.21
24 | −5.0×10⁻¹⁷ | −4.5×10⁻⁵ | −1.50
32 | −3.7×10⁻²³ | −3.0×10⁻⁷ | −0.305

**(e) Explain why adding a harmonic can worsen the result. How many are needed at large x, and how can the truncation be repaired?**

From even N to N+1, the magnitude of the error is multiplied by

r(1+r^{N+1})/(1−r^{N+2}).

This exceeds 1 when 2r^{N+2} > 1−r. At x = 10 the error accordingly grows from −78.8 to +182 percent between N = 2 and N = 3.

The limit x → ∞ at fixed N shows the cause. Then r ≈ 1 − 2/x, and the formula for R_N gives

R_N → 2/(N+1) for odd N,
R_N ≈ 2N/x² for even N.

Neither follows the true 2/x. For odd N the truncated streaming matrix has the null vector (1, 0, −1, 0, 1, …), with (N+1)/2 nonzero entries. This combination is not dephased by streaming, and its normalized squared overlap with the first harmonic is 2/(N+1). An even truncation has no such vector, so its response falls too fast.

For a small relative error ε, neglect r^{N+1} in the denominator and solve r^N(1+r) = ε:

N ≈ ln[(1+r)/ε]/(−ln r) → (x/2) ln(2/ε) at large x.

For ε = 0.01 this estimate gives 2.70, 8.04, 26.1 and 264.4 at x = 1, π, 10 and 100. The smallest N from which the error stays within 1 percent is 3, 9, 27 and 265.

A better closure replaces b_{N+1} = 0 by b_{N+1} = −i√r b_N. The last level becomes 1 + (x/2)√r = 1 + (s−1)/2 = K, so the full result is recovered at any N ≥ 1. This repair relies on equal rates beyond the cut.

**(f) Let harmonic m relax at g_m/τ, with g₁ = 1 and λ still the transport mean free path. Treat graphene-like short-range and unscreened charged scatterers, whose angular probabilities vary as 1+cosφ and cot²(φ/2), where φ now denotes the scattering angle.**

The elimination in (b) now gives

R = 1/(1 + a/(g₂ + a/(g₃ + …))).

If g_m = g for all m ≥ 2, the tail is T = [g+√(g²+x²)]/2. Rationalizing a/T gives

R = 1/{1 + [√(g²+x²) − g]/2}.

The rates follow from the loss minus the return of a harmonic, so they are proportional to ⟨W(φ)(1−cos mφ)⟩. For W = 1+cosφ, this average is 1/2 at m = 1 and 1 at m ≥ 2; hence g = 2.

For charged scatterers, cot²(φ/2) = (1+cosφ)/(1−cosφ). Use the identity

(1−cos mφ)/(1−cosφ) = m + 2Σ_{j=1}^{m−1}(m−j)cos jφ.

Multiplying by 1+cosφ and averaging leaves m + (m−1), so g_m = 2m−1. Let y = x/2 and define

A_n(y) = Σ_{k≥0} y^{2k}/[2^k k!(2n+2k+1)!!], with (−1)!! = 1.

Comparing powers of y² gives A_{n−1} = (2n+1)A_n + y²A_{n+1}. Therefore b_m = C(−iy)^{m−1}A_{m−1} solves every equation with m ≥ 2, and it decays because of the double factorial. The first equation gives C(A₀ + y²A₁) = CA₋₁ = S. The series are A₋₁ = cosh y and A₀ = sinh y/y, so

R = A₀/A₋₁ = tanh(x/2)/(x/2).

All three scattering models approach 2/x at large x. At small x, R ≈ 1 − x²/(4g₂): faster relaxation of the second harmonic weakens the nonlocal reduction.

**(g) Evaluate the equal-rate result for a thin conducting sheet with Fermi energy 0.4 eV, v = 10⁶ m/s, λ = 100 nm, g_d = 4 and stripe period 200 nm. Assess the model at 300 K.**

The linear band gives k_F = 0.608 nm⁻¹. The stripe wavevector is q = 2π/(200 nm) = 0.0314 nm⁻¹, so x = 0.0314 × 100 = 3.14. Then K = 2.1485 and R = 1/2.1485 = 0.465. Numerical integration over angle gives the same ratio.

In SI form the local conductivity is g_d e²k_Fλ/(2h) = 4.71 mS. At the stripe wavevector it becomes 4.71 × 0.465 = 2.19 mS. Half the local conductivity remains when s = 3, or x = √8. At fixed λ this occurs at period 2πλ/√8 = 222 nm (2221 angstrom).

These round parameters lie in the rough regime of a doped, supported graphene sheet. The density, 1.2×10¹³ cm⁻², is high and needs strong doping; the mobility is 2500 cm²/Vs, and cleaner sheets can have much longer paths. Such a sheet most clearly breaks the assumption of equal rates. At fixed λ, short-range scattering raises R to 0.537 and unscreened charged scattering raises it to 0.584, or 15 and 25 percent above the equal-rate value. In a real doped sheet the electrons screen the charges. For charges in the plane of the sheet, Thomas-Fermi screening moves the second value toward the first, to 0.54–0.55 for effective dielectric constants of 2.5–4.5. Charges set back from the sheet scatter more in the forward direction and raise it again, to about 0.57 at 1 nm and 0.59 at 2 nm. The number 0.465 is therefore a model value, not a prediction for a particular sheet. Nor is it the conductance reduction of a narrow interconnect line, which also requires boundary conditions at the edges.

Electron collisions are estimated only in order of magnitude, with a path ħvE_F/(kT)² of about 400 nm. Adding this relaxation to all m ≥ 2 gives R ≈ 0.48; adding it to even m alone gives about 0.50. The second value is larger because, in the continued fraction, raising an even rate increases R, whereas raising an odd rate above the first decreases it. Both values are added to the equal-rate model, and their second digit is not fixed: a path three times longer or shorter moves them over 0.47–0.52 and 0.48–0.56.

Phonon scattering at 300 K enters only through the chosen λ; its angular dependence and energy exchange are not treated. The other effects estimated here are small for these numbers:

- Thermal averaging at fixed chemical potential gives 0.460 if λ is proportional to energy, and 0.464 if it is inversely proportional.
- Trigonal warping of a nearest-neighbour honeycomb band gives 0.463, for equal relaxation times, q along a zigzag direction and a rough bond length of 0.142 nm.
- A 10 GHz drive has ωτ = 0.0063 and changes the complex response by 0.2 percent of the static value at the same q.
- A 0.05 T stripe amplitude gives a cyclotron frequency times τ of 0.0125. By Faraday's law the field amplitude is 10¹⁰ × 0.05 × 200×10⁻⁹ V/m = 10⁻⁶ MV/cm. Over one mean free path it supplies at most about 10⁻⁵ eV, against a thermal energy of 0.026 eV.
- The ratio q/(2k_F) = 0.026 is small, which supports the semiclassical treatment.

The numerical output lists the main values and the truncation errors to more digits.

Table of computed values

```
Fermi energy: 0.4 eV
Fermi speed: 1e+06 m/s
Transport mean free path: 100 nm
Stripe period: 200 nm
Temperature: 300 K
Fermi wavevector: 0.60771 1/nm
Sheet density: 1.1755e+13 cm^-2
Mobility: 2500 cm2/Vs
Wavevector q: 0.031416 1/nm
x = q lambda: 3.1416
Tail value K: 2.1485
Harmonic error factor r: 0.53455
Conductivity ratio, closed form: 0.46545
Conductivity ratio, angular integral: 0.46545
Local sheet conductivity: 4.7086 mS
Sheet conductivity at q: 2.1916 mS
Half-conductivity period: 222.14 nm = 2221.4 angstrom
Ratios at x = 1, pi, 10: 0.828427, 0.465451, 0.180998
Truncated ratio at x = pi, N = 1 to 6: 1.00000, 0.28840, 0.58425, 0.40957, 0.49737, 0.44899
Relative truncation error in percent; columns N, x=1, x=pi, x=10
  1    2.071e+01    1.148e+02    4.525e+02
  2   -3.431e+00   -3.804e+01   -7.875e+01
  3    5.922e-01    2.552e+01    1.817e+02
  4   -1.015e-01   -1.201e+01   -5.980e+01
  5    1.742e-02    6.858e+00    9.600e+01
  6   -2.989e-03   -3.536e+00   -4.402e+01
  8   -8.797e-05   -1.019e+00   -3.159e+01
 12   -7.623e-08   -8.350e-02   -1.542e+01
 16   -6.606e-11   -6.820e-03   -7.212e+00
 24   -4.961e-17   -4.547e-05   -1.499e+00
 32   -3.725e-23   -3.031e-07   -3.050e-01
N for lasting 1 percent accuracy at x = 1, pi, 10, 100: 3, 9, 27, 265
Estimated N at the same x: 2.70, 8.04, 26.06, 264.42
Ratio, short-range graphene scattering: 0.53703
Ratio, unscreened charged impurities: 0.58388
Electron-electron path, rough estimate: 393.95 nm
Ratio, extra relaxation of all m >= 2: 0.48441
Ratio, extra relaxation of even m only: 0.5027
Thermal energy: 0.025852 eV
Thermal ratio, path proportional to energy: 0.45954
Thermal ratio, path inverse to energy: 0.46389
Bond length for warping, rough value: 0.142 nm
Ratio on warped Fermi line: 0.46338
Drive frequency: 10 GHz
Omega tau: 0.0062832
Relative change at drive frequency: 0.0019058
Magnetic stripe amplitude: 0.05 T
Orbit bending, cyclotron frequency times tau: 0.0125
Electric field amplitude: 1e-06 MV/cm
Energy gained over one mean free path: 1e-05 eV
Quantum scale q/(2 k_F): 0.025848
```
